\section*{Surface-wave density threshold for a plasma against quartz at 2.45 GHz}

\section*{Question}

I am working on an exercise about microwave discharges sustained through a quartz window. It says: ``For quartz of relative permittivity 3.8 at 2.45 GHz, show that the collisionless surface-wave density threshold is about $3.6\times10^{11}\ \mathrm{cm^{-3}}$.''

My reasoning was that a surface wave needs a plasma that ordinary waves cannot enter, so the plasma permittivity must be negative. That happens above the critical density, for which I get about $7.4\times10^{10}\ \mathrm{cm^{-3}}$. This is far below the stated answer, and the quartz never entered my calculation. Why is a negative permittivity not enough, and where does the quartz come in?

\section*{Answer}

Your critical density is right, but it answers a different question: when does the plasma stop transmitting bulk waves? A surface wave must also satisfy the field-matching conditions at the quartz, and these are harder to meet.

\subsection*{The model}

Let uniform plasma of electron density $n$ fill $z>0$ and lossless quartz of relative permittivity $\varepsilon_d=3.8$ fill $z<0$. The electrons are cold and collisionless, the ions are fixed, and there is no static magnetic field. All fields vary as $e^{i(kx-\omega t)}$. By a surface wave I mean a solution with real $k$ whose fields decay exponentially away from the interface on both sides. The threshold is the density above which such a solution exists.

To first order in the field, an electron displaced by $\boldsymbol{\xi}$ obeys
\begin{equation}
m_e\frac{d^2\boldsymbol{\xi}}{dt^2}=-e\mathbf{E}
\quad\Rightarrow\quad
-m_e\omega^2\boldsymbol{\xi}=-e\mathbf{E}
\quad\Rightarrow\quad
\boldsymbol{\xi}=\frac{e\mathbf{E}}{m_e\omega^2}.
\end{equation}
The polarization is $-ne\boldsymbol{\xi}$, so the electric displacement is
\begin{equation}
\mathbf{D}=\varepsilon_0\mathbf{E}-\frac{ne^2}{m_e\omega^2}\mathbf{E}
=\varepsilon_0\varepsilon_p\mathbf{E},
\end{equation}
with
\begin{equation}
\varepsilon_p=1-\frac{n}{n_c},\qquad
n_c=\frac{\varepsilon_0m_e\omega^2}{e^2}.
\label{eq:epsp}
\end{equation}
This is your condition: $\varepsilon_p<0$ when $n>n_c$.

\subsection*{Fields on each side}

Take first the polarization with magnetic field $H_y=H(z)$ and electric components $E_x,E_z$ (TM). In a medium of relative permittivity $\varepsilon\neq0$, the equation $\nabla\times\mathbf{H}=-i\omega\varepsilon_0\varepsilon\mathbf{E}$ has the components
\begin{equation}
-\frac{dH}{dz}=-i\omega\varepsilon_0\varepsilon E_x,\qquad
ikH=-i\omega\varepsilon_0\varepsilon E_z,
\label{eq:ampere}
\end{equation}
and therefore
\begin{equation}
E_x=\frac{1}{i\omega\varepsilon_0\varepsilon}\frac{dH}{dz},\qquad
E_z=-\frac{k}{\omega\varepsilon_0\varepsilon}H.
\label{eq:fields}
\end{equation}
The $y$ component of $\nabla\times\mathbf{E}=i\omega\mu_0\mathbf{H}$ is $dE_x/dz-ikE_z=i\omega\mu_0H$. Inserting (\ref{eq:fields}) and multiplying by $i\omega\varepsilon_0\varepsilon$ gives
\begin{equation}
\frac{d^2H}{dz^2}-k^2H=-\varepsilon k_0^2H,
\qquad k_0=\frac{\omega}{c},
\end{equation}
where $\mu_0\varepsilon_0=1/c^2$ was used. The decaying solutions, with $H$ continuous at $z=0$, are
\begin{equation}
H=\begin{cases}
A\,e^{-\kappa_pz}, & z>0,\\
A\,e^{\kappa_dz}, & z<0,
\end{cases}
\qquad
\begin{aligned}
\kappa_p^2&=k^2-\varepsilon_pk_0^2,\\
\kappa_d^2&=k^2-\varepsilon_dk_0^2,
\end{aligned}
\label{eq:kappa}
\end{equation}
with $\kappa_p>0$ and $\kappa_d>0$.

The tangential electric field $E_x$ must also be continuous. The derivative $dH/dz$ at the interface is $-\kappa_pA$ on the plasma side and $+\kappa_dA$ on the quartz side, so
\begin{equation}
-\frac{\kappa_p}{\varepsilon_p}=\frac{\kappa_d}{\varepsilon_d}.
\label{eq:match}
\end{equation}
This is where the quartz comes in.

\subsection*{Why $\varepsilon_p<0$ is not enough}

If $\varepsilon_p>0$, the two sides of (\ref{eq:match}) have opposite signs and there is no solution. So $\varepsilon_p$ must be negative, as you said. Write $P=-\varepsilon_p>0$. Then (\ref{eq:match}) becomes
\begin{equation}
\frac{\kappa_p}{\kappa_d}=\frac{P}{\varepsilon_d}.
\label{eq:ratio}
\end{equation}
The two decay constants are not free, however. Subtracting the relations in (\ref{eq:kappa}) removes $k$:
\begin{equation}
\kappa_p^2-\kappa_d^2=(\varepsilon_d-\varepsilon_p)k_0^2
=(\varepsilon_d+P)k_0^2>0.
\label{eq:difference}
\end{equation}
The field thus decays faster in the plasma than in the quartz, $\kappa_p>\kappa_d$, and (\ref{eq:ratio}) then demands
\begin{equation}
P>\varepsilon_d,\qquad\text{that is,}\qquad \varepsilon_p<-\varepsilon_d.
\label{eq:condition}
\end{equation}

In physical terms, (\ref{eq:fields}) says that for a given magnetic field the tangential electric field has a size proportional to $\kappa/|\varepsilon|$. The plasma has the larger $\kappa$, so it needs the larger $|\varepsilon|$ to match the quartz. A slightly negative permittivity leaves the electric field on the plasma side too large.

The case $\varepsilon_p=0$ was set aside when I divided by $\varepsilon$. There (\ref{eq:ampere}) gives $ikH=0$ in the plasma. Decay in the quartz requires $k^2>\varepsilon_dk_0^2$, so $k\neq0$ and $H=0$ in the plasma. Continuity then gives $A=0$, and the quartz field vanishes as well. This is no surface wave.

The other polarization, with electric field $E_y$ (TE), does not help. Its decay constants are the same, and $H_x$ is proportional to $dE_y/dz$ with the same factor in both media. Continuity of $E_y$ and $H_x$ would require $-\kappa_p=\kappa_d$, which two positive numbers cannot satisfy.

\subsection*{Above the threshold the wave does exist}

So far (\ref{eq:condition}) is necessary. To see that it is sufficient, put $\kappa_p=P\kappa_d/\varepsilon_d$ into (\ref{eq:difference}):
\begin{equation}
\kappa_d^2\,\frac{(P-\varepsilon_d)(P+\varepsilon_d)}{\varepsilon_d^2}
=(P+\varepsilon_d)k_0^2 .
\end{equation}
Cancelling the positive factor $P+\varepsilon_d$ gives
\begin{equation}
\kappa_d=\frac{\varepsilon_dk_0}{\sqrt{P-\varepsilon_d}},\qquad
\kappa_p=\frac{Pk_0}{\sqrt{P-\varepsilon_d}}.
\label{eq:decay}
\end{equation}
Finally $k^2=\kappa_d^2+\varepsilon_dk_0^2$, so
\begin{equation}
k^2=k_0^2\,\frac{\varepsilon_d^2+\varepsilon_d(P-\varepsilon_d)}{P-\varepsilon_d}
=k_0^2\,\frac{\varepsilon_dP}{P-\varepsilon_d}.
\label{eq:dispersion}
\end{equation}
For every $P>\varepsilon_d$ these are real and positive, and they satisfy all the conditions. The wave therefore exists if and only if $P>\varepsilon_d$. Since $P=n/n_c-1$, this means
\begin{equation}
n>n_{\mathrm{th}}=(1+\varepsilon_d)\,n_c
=(1+\varepsilon_d)\frac{\varepsilon_0m_e\omega^2}{e^2}.
\end{equation}

\subsection*{The number}

The angular frequency is $\omega=2\pi\times2.45\times10^9\ \mathrm{s^{-1}}=1.539\times10^{10}\ \mathrm{rad/s}$. With the SI values of $\varepsilon_0$, $m_e$ and $e$, (\ref{eq:epsp}) gives $n_c=7.446\times10^{16}\ \mathrm{m^{-3}}$. Hence
\begin{equation}
n_{\mathrm{th}}=(1+3.8)\times7.446\times10^{16}\ \mathrm{m^{-3}}
=3.57\times10^{17}\ \mathrm{m^{-3}}
=3.57\times10^{11}\ \mathrm{cm^{-3}},
\end{equation}
which rounds to the stated $3.6\times10^{11}\ \mathrm{cm^{-3}}$. The factor you were missing is $1+\varepsilon_d=4.8$.

Consider a density between the two thresholds, $n=2.0\times10^{17}\ \mathrm{m^{-3}}$. Here $\varepsilon_p=-1.69$, so bulk waves are evanescent. Matching would need $\kappa_p/\kappa_d=1.69/3.8=0.44$, whereas (\ref{eq:difference}) requires a ratio above 1. The plasma is opaque but binds no surface wave.

Now take $n=4.0\times10^{17}\ \mathrm{m^{-3}}$, just above threshold. Then $P=4.372$ and $P-\varepsilon_d=0.572$, so
\begin{equation}
\frac{k}{k_0}=\sqrt{\frac{3.8\times4.372}{0.572}}=5.39 .
\end{equation}
With $k_0=51.35\ \mathrm{m^{-1}}$, the decay length in the quartz is
\begin{equation}
\frac{1}{\kappa_d}=\frac{\sqrt{0.572}}{3.8\times51.35\ \mathrm{m^{-1}}}
=3.88\ \mathrm{mm}.
\end{equation}
The same formulas give the other entries below.

\begin{center}
\begin{tabular}{ccccc}
$n$ ($10^{17}\ \mathrm{m^{-3}}$) & $\varepsilon_p$ & $k/k_0$ & $1/\kappa_d$ (mm) & $1/\kappa_p$ (mm)\\
4.0 & $-4.37$ & 5.39 & 3.88 & 3.37\\
6.0 & $-7.06$ & 2.87 & 9.25 & 4.98\\
10.0 & $-12.43$ & 2.34 & 15.06 & 4.60
\end{tabular}
\end{center}

As the density falls towards threshold, the wavelength shortens and the field is squeezed against the interface. At high density $k/k_0$ falls towards $\sqrt{\varepsilon_d}=1.95$, the value for a plane wave in quartz, and the field spreads far into the quartz.

The decay length in the plasma rises and then falls. By (\ref{eq:decay}) its square is proportional to $(P-\varepsilon_d)/P^2$, whose derivative is $(2\varepsilon_d-P)/P^3$. The maximum is at $P=2\varepsilon_d=7.6$, or $n=8.6\,n_c=6.4\times10^{17}\ \mathrm{m^{-3}}$, between the last two rows.

\subsection*{What happens at the threshold itself}

From $P-\varepsilon_d=(n-n_{\mathrm{th}})/n_c$ and (\ref{eq:dispersion}), just above threshold
\begin{equation}
k\simeq\varepsilon_dk_0\sqrt{\frac{n_c}{n-n_{\mathrm{th}}}} .
\end{equation}
So $k$ diverges, and the threshold density itself supports no wave of finite wavelength. For $k\gg k_0$ retardation is negligible, and the field follows from a potential $\phi=\phi_0e^{ikx-k|z|}$. The normal displacement $-\varepsilon_0\varepsilon\,d\phi/dz$ at the interface is $\varepsilon_0\varepsilon_pk\phi_0$ on the plasma side and $-\varepsilon_0\varepsilon_dk\phi_0$ on the quartz side. Equating them gives $\varepsilon_p=-\varepsilon_d$ in one line. The threshold is thus the electrostatic resonance of the interface. With vacuum in place of quartz, $\varepsilon_d=1$ and the threshold would be $2n_c$.

\subsection*{How far to trust it}

The word ``collisionless'' in the exercise matters. A friction force $-m_e\nu\,d\boldsymbol{\xi}/dt$ on the electrons replaces $\omega^2$ by $\omega^2+i\nu\omega$ in the displacement, so
\begin{equation}
\varepsilon_p=1-\frac{n}{n_c}\,\frac{\omega}{\omega+i\nu}
\end{equation}
is complex. Equation (\ref{eq:dispersion}), rewritten as $k_0^2/k^2=1/\varepsilon_p+1/\varepsilon_d$, then gives a complex $k$ at every density. The wave is damped along the surface, $k$ no longer diverges, and the sharp boundary is blurred. Because $\varepsilon_p+\varepsilon_d$ is small near threshold, a modest collision rate is enough: for $\nu/\omega=0.1$ at $4.0\times10^{17}\ \mathrm{m^{-3}}$, $k/k_0$ is $4.45+1.56i$ instead of 5.39, and near threshold its real part peaks at about 4.6.

The threshold also assumes that the plasma touches the quartz. In reality an electron-depleted sheath separates them, and near threshold it matters even when it is much thinner than $1/k$. Treat it as a vacuum gap 0.1 mm thick and match the fields at both of its faces. At $4.0\times10^{17}\ \mathrm{m^{-3}}$ this lowers $k/k_0$ from 5.39 to 4.31, and at $3.0\times10^{17}\ \mathrm{m^{-3}}$, below $n_{\mathrm{th}}$, it allows a bound wave with $k/k_0=15.3$. Waves much shorter than the gap thickness see only the plasma-vacuum interface, so in this cold model the onset moves down to $2n_c$. The exercise's threshold therefore belongs to the interface without a sheath. The electrons' thermal motion also matters near threshold, long before the phase velocity $\omega/k$ approaches the thermal speed. It spreads the surface charge over a few Debye lengths, which acts much like a thin gap. In a warm-fluid model with $T_e=2$ eV, pressure-wave speed $\sqrt{3k_BT_e/m_e}$, no sheath and no normal current at the wall, $k/k_0$ at $4.0\times10^{17}\ \mathrm{m^{-3}}$ drops from 5.39 to about 4.8, although $\omega/k$ is some 60 times that speed, and a bound wave exists at $3.5\times10^{17}\ \mathrm{m^{-3}}$, below $n_{\mathrm{th}}$. A window must also be thick compared with $1/\kappa_d$ to act as a half-space. At $10^{18}\ \mathrm{m^{-3}}$ that length is 15 mm, so a thinner window would let the wave feel whatever lies behind it. A thin window can shift the threshold too: without a sheath, a 3 mm window with air behind it already guides a bound wave at $3.0\times10^{17}\ \mathrm{m^{-3}}$, below $n_{\mathrm{th}}$.

Finally, $n_{\mathrm{th}}$ says when a uniform plasma in direct contact with thick quartz can guide the wave. It does not say what density a discharge will reach, which depends on the absorbed power and on the particle losses, and neither appears in this calculation.
